# Shot Noise and Source Degeneracy in a Saturated Ballistic Subband

## Problem

A short transistor carries its current in one one-dimensional subband of total degeneracy \(g\) (spin times valley). Electrons from the source meet a barrier whose top lies at energy \(E_b\). Every electron with \(E>E_b\) crosses it and every electron with \(E<E_b\) is reflected:

\[
D(E)=1\ \ (E>E_b),\qquad D(E)=0\ \ (E<E_b).
\]

The source is in equilibrium at temperature \(T\) and Fermi level \(\mu\), with occupation \(f(E)=1/(1+e^{(E-\mu)/kT})\). The drain Fermi level lies many \(kT\) below \(E_b\), so the drain injects nothing over the barrier; this is saturation. The barrier is held fixed: it does not respond to the electrons passing over it.

Let \(e>0\) be the elementary charge, \(I\) the magnitude of the mean current and \(S\) the one-sided spectral density of the current noise at low frequency. Independent random arrivals give \(S=2eI\), and the Fano factor is \(F=S/(2eI)\).

Find \(F\) as a function of the source degeneracy \(\eta=(\mu-E_b)/kT\). Evaluate it at 300 K for \(g=4\) and \(\mu-E_b\) between \(-0.10\) and \(0.15\) eV, and judge how far the fixed, perfectly transmitting barrier can be trusted.

## A tempting solution

Shot noise arises because an electron arriving at a barrier may be transmitted or reflected. If the transmission probability is \(D\), a regular stream of arriving electrons is randomly thinned, and its noise is

\[
S=2eI(1-D).
\]

Here every electron that contributes to the current has \(D=1\). Therefore \(S=0\), and \(F=0\) for every value of \(\eta\).

## Where it fails

Take \(\mu-E_b=-0.10\) eV. The occupation of the source states at the barrier top is then 0.0205. Electrons with enough energy are rare and arrive at random times. Letting all of them through cannot make their arrivals regular, so the noise cannot vanish.

The fault is in the words "regular stream". Consider one state that attempts the barrier. It is filled (\(n=1\)) with probability \(f\) and empty (\(n=0\)) otherwise; if filled, it is transmitted with probability \(D\). The number transmitted is 0 or 1, with mean \(Df\). A variable that takes only the values 0 and 1 equals its own square, so its variance is

\[
Df-(Df)^2=Df(1-Df)=D^2f(1-f)+D(1-D)f .
\]

Expanding the right side gives \(D^2f-D^2f^2+Df-D^2f=Df-D^2f^2\), which confirms the split. The second term is partition noise, from the choice between transmission and reflection. The first is occupation noise, from not knowing whether the state was filled. The tempting solution kept the second term and dropped the first. For \(D>0\) the first vanishes only where \(f\) is 0 or 1, and it is negligible beside the second when \(D\ll1\). At \(D=1\) the dropped term is all there is.

## Correct solution

**Rate of attempts.** Per unit length, right-moving states in \(dk\) number \(g\,dk/2\pi\). With velocity \(v=\hbar^{-1}dE/dk\) this equals \(g\,dE/(hv)\). They arrive at speed \(v\), so the number of attempts per second is

\[
\frac{g\,dE}{hv}\,v=\frac{g}{h}\,dE .
\]

The velocity cancels, and the effective mass drops out with it.

**Current.** Each attempt delivers a charge \(e\) with probability \(f\). With \(x=(E-E_b)/kT\),

\[
I=\frac{ge}{h}\int_{E_b}^{\infty}f\,dE
=\frac{gekT}{h}\int_0^\infty\frac{dx}{1+e^{x-\eta}} .
\]

The integrand is the derivative of \(-\ln(1+e^{\eta-x})\), which vanishes at infinity. Hence

\[
I=\frac{gekT}{h}\,u,\qquad u=\ln(1+e^{\eta}).
\]

**Noise.** Let \(Q\) be the charge passed in a long time \(t\), and \(K(\tau)\) the correlation function of the current fluctuations. Then \(\mathrm{var}\,Q=t\int K\,d\tau\), while the one-sided density at zero frequency is \(S=2\int K\,d\tau\). So \(S=2\,\mathrm{var}(Q)/t\).

To add the variances of the attempts, they must be uncorrelated. Divide the energies into windows \(dE\) narrow compared with \(kT\), and build from each window successive orthogonal wave packets spaced by \(h/dE\) in time. In the source equilibrium state, different energies are uncorrelated and \(f\) is nearly constant across a window, so different packets are uncorrelated too. For non-interacting fermions in a thermal state, their number fluctuations are then also uncorrelated. Each packet contributes \(e^2f(1-f)\) at \(D=1\), and

\[
S=\frac{2ge^2}{h}\int_{E_b}^{\infty}f(1-f)\,dE .
\]

Differentiating \(f=1/(1+e^{x-\eta})\) gives

\[
\frac{df}{dx}=-\frac{e^{x-\eta}}{(1+e^{x-\eta})^2}=-f(1-f),
\]

so the integral is \(kT\) times the value of \(f\) at the lower limit:

\[
S=\frac{2ge^2kT}{h}\,f(E_b),\qquad f(E_b)=\frac{1}{1+e^{-\eta}} .
\]

**Fano factor.** Dividing by \(2eI=(2ge^2kT/h)\,u\),

\[
\boxed{F=\frac{1}{(1+e^{-\eta})\,\ln(1+e^{\eta})}=\frac{1-e^{-u}}{u}}
\]

The second form follows from \(e^u=1+e^\eta\), which gives \(1-e^{-u}=e^\eta/(1+e^\eta)=f(E_b)\). In this model \(F\) depends only on the current measured in units of \(gekT/h\).

**Shape and limits.** Write \(F=\int_0^1e^{-us}ds\). Its derivative with respect to \(u\) is \(-\int_0^1 s\,e^{-us}ds<0\), and \(u\) grows with \(\eta\), so \(F\) falls steadily as the source becomes more degenerate.

- For \(\eta\ll-1\), \(u\simeq e^\eta\) is small and \(F\simeq1-u/2\simeq1-e^\eta/2\). Attempts are seldom filled, and the arrivals are almost Poissonian.
- For \(\eta\gg1\), \(u\simeq\eta\) and \(F\simeq1/\eta\). States far below \(\mu\) are full and deliver one electron per attempt without fluctuation. Only states within a few \(kT\) of \(\mu\) are noisy. Raising \(\mu\) adds quiet current while the noise approaches the ceiling \(2ge^2kT/h\).

**The role of transmission.** Suppose the transmission above the barrier is a constant \(D\), with \(\eta\) unchanged. Then

\[
F_D=\frac{\int Df(1-Df)\,dE}{\int Df\,dE}=1-D\,\frac{\int f^2dE}{\int f\,dE}=1-D(1-F),
\]

where the last step uses the case \(D=1\), for which \(F=1-\int f^2dE/\int f\,dE\). The suppression \(1-F_D\) is proportional to \(D\). Fermi statistics therefore do not suppress the noise in spite of unit transmission; unit transmission lets the order in the filled source states reach the drain undamaged.

**A check by counting.** The formulas can be compared with a calculation that uses neither attempts nor scattering probabilities. Take a chain of 600 sites with hopping \(J\) and \(kT=0.5J\), its band bottom serving as the barrier top. Fill the left half thermally, leave the right half empty, join them, and follow the quantum evolution. The growth of the variance of the transferred charge between times \(70\hbar/J\) and \(140\hbar/J\), divided by the growth of its mean, gives 0.4146 at \(\eta=2\); the boxed formula gives 0.4141. With a defect that transmits 0.8 at all energies, counting gives 0.5316 and \(F_D\) gives 0.5313.

## Numbers

At 300 K, \(kT=25.85\) meV. For \(g=4\) the current unit \(gekT/h\) is 4.006 µA and the noise ceiling is \(1.284\times10^{-24}\ \mathrm{A^2/Hz}\). For \(\mu-E_b=0.10\) eV,

\[
\eta=\frac{100}{25.85}=3.868,\qquad u=3.889,\qquad f(E_b)=0.9795,
\]

\[
I=4.006\times3.889=15.58\ \text{µA},\qquad
S=1.284\times10^{-24}\times0.9795=1.257\times10^{-24}\ \mathrm{A^2/Hz}.
\]

Full shot noise would be \(2eI=4.992\times10^{-24}\ \mathrm{A^2/Hz}\), so \(F=1.257/4.992=0.252\). The degenerate limit \(1/\eta=0.259\) is already close.

| \(\mu-E_b\) (eV) | \(I\) (µA) | \(S\) (\(10^{-24}\) A²/Hz) | \(F\) |
|---|---|---|---|
| −0.10 | 0.083 | 0.026 | 0.990 |
| −0.05 | 0.541 | 0.162 | 0.935 |
| 0 | 2.78 | 0.642 | 0.721 |
| 0.05 | 8.29 | 1.12 | 0.422 |
| 0.10 | 15.6 | 1.26 | 0.252 |
| 0.15 | 23.3 | 1.28 | 0.172 |

From 0.05 to 0.15 eV the current rises 2.8 times and the noise by 14 percent. The Fano factor passes one half at \(\mu-E_b=35\) meV.

**Link to gate control.** Since \(du/d\eta=e^\eta/(1+e^\eta)=f(E_b)\), the result can be written \(F=d\ln I/d\eta\). If a gate moved the barrier by the full \(e\,dV_G\), the transconductance would be \(g_m=(ge^2/h)f(E_b)\), and

\[
F=\frac{kT}{e}\,\frac{g_m}{I}.
\]

In the main case this is \(25.85\ \text{mV}\times151.8\ \text{µS}/15.58\ \text{µA}=0.252\). Under this ideal control, the noise falls below the Poisson value by the same factor as \(g_m/I\) falls below \(e/kT\). A real gate is not ideal: with the capacitances estimated below the barrier follows only \(C/(C+C_q)=0.62\) of the gate swing, so \(g_m\approx94\) µS and \((kT/e)\,g_m/I\approx0.16\), which matches neither 0.252 nor the feedback estimate of \(F\).

## When the drain also injects

At \(D=1\) the electrons from the drain form an independent stream in the opposite direction. The currents subtract and the variances add. With \(\eta_D=\eta-eV_{DS}/kT\), \(f_D(E_b)=1/(1+e^{-\eta_D})\) and \(u_D=\ln(1+e^{\eta_D})\),

\[
F=\frac{f(E_b)+f_D(E_b)}{u-u_D}.
\]

As \(V_{DS}\to0\), the two streams become equally noisy, so the noise is twice its saturated value and

\[
S\to\frac{4ge^2kT}{h}f(E_b)=4kTG,\qquad G=\frac{ge^2}{h}f(E_b).
\]

This is the equilibrium noise of the conductance \(G\), as it must be. Since \(I\to0\) while \(S\) stays finite, \(F\) diverges there. In saturation \(S=2kTG\), half this equilibrium noise. For \(\eta\ll-1\) that equals the shot noise \(2eI\); for \(\eta\gg1\) it is the thermal noise of the source, proportional to \(T\) and nearly independent of \(I\). For \(\mu-E_b=0.10\) eV, the drain raises \(F\) by 1 percent of its saturated value at \(V_{DS}=0.225\) V. At 0.6 V its effect is invisible in the digits given.

## What a real transistor changes

The numbers lie in the regime of a short gate-all-around nanowire transistor. Rough typical values are a 3 nm by 5 nm wire, a 10 nm channel, masses of 0.2 and 0.9 electron masses, and 1 nm of oxide with relative permittivity 3.9. A physical oxide that thin would leak, so a real gate uses a thicker high-permittivity stack; the fields quoted next refer to the literal 1 nm layer. The oxide field from the first-subband charge at the barrier top is 1.3 MV/cm, and 1.9 MV/cm with the higher subbands included, against a rough breakdown field of 10 MV/cm. Near the contacts it can be larger: a full 0.6 V across 1 nm is 6 MV/cm. Among the effects sized here, each taken alone, the failure of the fixed barrier changes \(F\) by the largest factor: the single-subband estimate below takes it from 0.25 to between about 0.07 and 0.13, depending on the gate capacitance. All estimates refer to \(\mu-E_b=0.10\) eV.

**Barrier feedback.** Let an extra electron flux \(\delta j\) arrive with velocity \(v\) at the barrier top. It adds a line density \(\delta j/v\), which raises the barrier by \(U\). The raised barrier in turn removes a density \(C_qU/e^2\), where \(C_q=-e^2\,\partial n/\partial E_b\) is the quantum capacitance per length. With gate capacitance \(C\) per length,

\[
U=\frac{e^2}{C}\left(\frac{\delta j}{v}-\frac{C_qU}{e^2}\right)
\quad\Rightarrow\quad U=\frac{e^2}{C+C_q}\,\frac{\delta j}{v}.
\]

Because \(\partial I/\partial E_b=-(ge/h)f(E_b)\), the net change of current is

\[
\delta I=e\,\delta j-\frac{ge}{h}f(E_b)\,U=e\,\delta j\left(1-\frac{\lambda}{v}\right),\qquad
\lambda=\frac{ge^2}{h}\,\frac{f(E_b)}{C+C_q}.
\]

The noise integrand \(f(1-f)\) acquires the factor \((1-\lambda/v)^2\). Treat the wire as a cylinder of the same perimeter, with radius \(r=2.55\) nm, inside a coaxial gate at distance \(t_{ox}=1\) nm. Then \(C=2\pi\varepsilon_{ox}/\ln(1+t_{ox}/r)\), where \(\varepsilon_{ox}\) is the permittivity of the oxide. This gives \(C=0.655\) nF/m, and the source-filled states at the barrier top give \(C_q=0.404\) nF/m, so \(\lambda=1.43\times10^5\) m/s. Electrons at the Fermi level, where the fluctuations are concentrated, have \(v=4.19\times10^5\) m/s. The factor there is \((1-0.342)^2=0.43\), which suggests \(F\approx0.11\).

The full integral diverges logarithmically at \(v\to0\), because \(1/v^2\propto1/(E-E_b)\). Giving all electrons below a cutoff energy the velocity at that energy yields 0.103 for a cutoff of 8.8 meV and 0.105 for 2.2 meV. The coaxial formula puts the charge on the wire surface. With the charge spread inside silicon as the lowest mode, \(C\) falls to about 0.36 nF/m and \(F\) to about 0.07. In the other direction, a stack of relative permittivity 20 with the same planar equivalent thickness raises the surface-charge value of \(C\) to 0.73 nF/m with a 0.5 nm oxide interlayer and to 1.0 nF/m without one, and \(F\) to 0.11 and 0.13. The weak dependence on the cutoff holds for one subband only: with the higher subbands discussed below, one of which starts close to \(\mu\), the same estimate with \(C=0.655\) nF/m gives 0.12 for a cutoff of 8.8 meV and 0.17 for 2.2 meV. The estimate also places all the charge at one point and ignores coupling to source and drain, so it gives a size, not a prediction.

**Smooth barrier top.** For a parabolic top, \(D=1/(1+e^{-2\pi(E-E_b)/\hbar\omega})\). A fall of 0.10 eV in 5 nm gives \(\hbar\omega=55\) meV. The current changes by only 0.1 percent, but \(F\) rises to 0.334. Near the top \(f\simeq1\), and the added partition noise is

\[
\int D(1-D)\,dE=\frac{\hbar\omega}{2\pi}=8.8\ \text{meV}=0.34\,kT,
\]

because \(D(1-D)=(\hbar\omega/2\pi)\,dD/dE\). Thus \(F\approx(0.98+0.34)/3.89=0.34\), which accounts for the rise. These values are for a symmetric top. In saturation the drain side is steeper; if it falls 0.7 eV in 5 nm, \(F\) is about 0.39 and the current is about 3 percent lower.

**Other departures.** A uniform transmission of 0.8 gives \(F_D=1-0.8(1-0.252)=0.40\). In a hard-wall wire with these masses, the next subbands lie 104 and 139 meV above the first, hence above \(\mu\). The nearer one is only 4 meV above \(\mu\) and so is partly filled. The Fano factors of these two subbands alone, about 0.75 and 0.91, are well above that of the first. Currents and noises of independent subbands add, so for subbands of equal degeneracy (here \(g=4\) each) \(F=\sum f_i(E_{b,i})/\sum u_i\), which is 0.37 with all subbands included. Hard walls and parabolic bands overestimate the spacings. A nonparabolicity of 0.5 eV\(^{-1}\) lowers the two offsets to about 90 and 119 meV, and a finite 3.1 eV wall to roughly 50 and 90 meV for an oxide mass of 0.5 electron masses (57 and 100 meV for 0.3). Either puts the second subband below \(\mu\) and gives \(F\approx0.42\), so this wire is not strictly single-subband at this Fermi level. At 400 K with \(\mu-E_b\) unchanged, the single-subband value is 0.32.

In the point-charge estimate and at the cutoffs used above, feedback lowers \(F\), while the other departures raise it. These separate estimates cannot simply be added. The factor \((1-\lambda/v)^2\) was derived for occupation noise and does not cover the partition noise of a smooth top, about 0.085 in \(F\), so with both effects present \(F\) need not fall near 0.10. The value 0.25 is therefore the answer for the stated model, not a forecast for a device. Gate leakage, trap noise and inelastic scattering are left out. The result also requires frequencies far below both \(kT/h\) and the transit frequency, about 7 THz here, yet high enough for trap noise to be small. The remaining computed values are in the numerical output below.

## Computed results

```
Counting on a chain: Fano factor counted / formula
  eta=-1, D=1, empty drain: 0.8592 / 0.8585
  eta=2, D=1, empty drain: 0.4146 / 0.4141
  eta=2, D=0.8, empty drain: 0.5316 / 0.5313
  eta=2, D=1, drain eta=0: 0.9628 / 0.9630
Inputs: T = 300 K, V_DS = 0.60 V, degeneracy g = 4
Wire 3 nm x 5 nm, oxide 1 nm, relative permittivity 3.9
Masses 0.2 and 0.9 m_e, channel 10 nm
kT = 25.852 meV
Current unit g e kT/h = 4.0061 uA
Noise ceiling 2 g e^2 kT/h = 1.2837e-24 A^2/Hz
mu-E_b (eV), eta, f(E_b), u, I (uA), S (A^2/Hz), F
  -0.10  -3.868  0.0205  0.0207  0.0829  2.628e-26  0.9897
  -0.05  -1.934  0.1263  0.1350  0.5409  1.621e-25  0.9354
  +0.00  +0.000  0.5000  0.6931  2.7768  6.418e-25  0.7213
  +0.05  +1.934  0.8737  2.0691  8.2890  1.122e-24  0.4223
  +0.10  +3.868  0.9795  3.8889  15.5790  1.257e-24  0.2519
  +0.15  +5.802  0.9970  5.8053  23.2564  1.280e-24  0.1717
F = 1/2 at eta = 1.3665, mu-E_b = 35.33 meV
Main case mu-E_b = 0.10 eV: F = 0.2519, 1/eta = 0.2585
Full shot noise 2eI = 4.992e-24 A^2/Hz
Root noise density = 1.121 pA/sqrt(Hz)
Ideal-gate g_m = 151.79 uS
Neglected effects, main case:
  drain occupation at barrier top = 3.98e-09
  F with drain at V_DS = 0.2519
  V_DS where drain raises F by 1 percent = 0.225 V
  barrier falls 0.10 eV in 5 nm: hbar omega = 55.21 meV
  F with smooth barrier = 0.3337, current ratio = 1.0011
  F with uniform transmission 0.8 = 0.4015
  next subbands above first = 104.0, 139.3 meV
  F with all subbands = 0.3709
  F at 400 K, same mu-E_b = 0.3208
  gate capacitance C = 0.6550 nF/m, quantum C_q = 0.4039 nF/m
  feedback velocity lambda = 1.433 x 1e5 m/s
  electron velocity at mu = 4.194 x 1e5 m/s
  F with feedback, cutoff 8.79 meV = 0.1034
  F with feedback, cutoff 2.20 meV = 0.1047
  line density at barrier top = 0.4458 per nm
  mean oxide field at wire surface = 1.293 MV/cm
  transit frequency v/(2 pi L) = 6.67 THz
```
